# In-plane polarizability of benzene's pi electrons on a ring

## Problem

Treat the six pi electrons of benzene as independent particles moving freely on a circle of radius $R=1.39$ Å. This is the C–C distance, which in a regular hexagon equals the distance from centre to corner.

(a) Find the static polarizability volume for a field in the plane of the ring.

(b) Aromatic polymers serve as interlayer dielectrics. What dielectric constant $k$ would these pi electrons alone give a film with 8 randomly oriented rings per nm³?

(c) Which neglected effects matter most?

The electron charge is $-e$. A uniform field $F$ along $x$ gives an electron at angle $\phi$ the potential energy $V=eFR\cos\phi=U\cos\phi$, with $U=eFR$. The polarizability $\alpha$ is defined by the total energy $E(F)=E(0)-\tfrac12\alpha F^2$, and the polarizability volume is $\alpha'=\alpha/(4\pi\varepsilon_0)$.

## A tempting solution

The kinetic energy operator is $-(\hbar^2/2m_eR^2)\,d^2/d\phi^2$. Its single-valued eigenfunctions and energies are

$$\psi_m=\frac{e^{im\phi}}{\sqrt{2\pi}},\qquad E_m=\varepsilon m^2,\qquad \varepsilon=\frac{\hbar^2}{2m_eR^2},\qquad m=0,\pm1,\pm2,\dots$$

With two spins per orbital, six electrons fill $m=0$ and $m=\pm1$. Writing $\cos\phi=(e^{i\phi}+e^{-i\phi})/2$ gives

$$\langle m'|V|m\rangle=\frac{U}{2}\left(\delta_{m',m+1}+\delta_{m',m-1}\right),$$

so the field connects neighbouring values of $m$ and has no diagonal element. The energy change starts at second order.

Now comes the tempting argument: "An electron cannot drop into a filled lower level, so for each electron I keep the upward transitions."

- An electron in $m=0$ has two upward neighbours at distance $\varepsilon$. Its energy changes by $-2(U/2)^2/\varepsilon=-U^2/(2\varepsilon)$. Two electrons give $-U^2/\varepsilon$.
- An electron in $m=\pm1$ has one upward neighbour, at distance $4\varepsilon-\varepsilon=3\varepsilon$. Its energy changes by $-(U/2)^2/(3\varepsilon)=-U^2/(12\varepsilon)$. Four electrons give $-U^2/(3\varepsilon)$.

The sum is $-4U^2/(3\varepsilon)$. Setting it equal to $-\alpha F^2/2$ gives $\alpha=8e^2R^2/(3\varepsilon)$.

To convert this to a volume, use $a_0=4\pi\varepsilon_0\hbar^2/(m_ee^2)$, that is, $e^2/(4\pi\varepsilon_0)=\hbar^2/(m_ea_0)$. Then

$$\frac{1}{4\pi\varepsilon_0}\frac{e^2R^2}{\varepsilon}=\frac{\hbar^2}{m_ea_0}\,R^2\,\frac{2m_eR^2}{\hbar^2}=\frac{2R^4}{a_0}.\tag{1}$$

The tempting answer is therefore $\alpha'=16R^4/(3a_0)\approx37.6$ Å³. It is wrong.

## Where it fails

The argument applies the Pauli principle in one direction only. It forbids $1\to0$ because $m=0$ is full, but it allows $0\to1$ although $m=1$ is full as well.

The first-order orbitals show what really happens. The field adds $c\,\psi_1$ to $\psi_0$, with $c=\langle1|V|0\rangle/(E_0-E_1)$. It also adds to $\psi_1$ a piece of $\psi_0$ with coefficient $\langle0|V|1\rangle/(E_1-E_0)=-c^*$. For each spin, these two admixtures change the electron density by

$$2\,\mathrm{Re}(c\,\psi_0^*\psi_1)-2\,\mathrm{Re}(c^*\psi_1^*\psi_0)=0,$$

because the two products are complex conjugates and have the same real part. Mixing two filled orbitals with each other produces no dipole at this order.

The energies agree. The pair $(0,1)$ contributes $|V_{01}|^2/(E_0-E_1)$ to the lower orbital and $|V_{01}|^2/(E_1-E_0)$ to the upper one, and these cancel. One may keep both terms or drop both; keeping one of them is the error.

## Right solution

**(a)** The level $m=\pm1$ is degenerate, so second-order theory needs some care. The field has no matrix element between $m=1$ and $m=-1$, hence there is no first-order splitting. At second order the two orbitals are coupled through $m=0$, and the level does split. But both orbitals are filled, so only the sum of their energies enters. That sum is the trace of a $2\times2$ matrix, which does not depend on the basis, and the diagonal elements for $m=\pm1$ suffice. If the two orbitals were unequally filled, this shortcut would fail.

After the cancellation, the transitions $1\to2$ and $-1\to-2$ remain, each for two spins. All four have the gap $3\varepsilon$:

$$E^{(2)}=-4\,\frac{(U/2)^2}{3\varepsilon}=-\frac{e^2F^2R^2}{3\varepsilon}.$$

Comparison with $-\alpha F^2/2$ and use of (1) give

$$\alpha=\frac{2e^2R^2}{3\varepsilon},\qquad \boxed{\alpha'=\frac{4R^4}{3a_0}}.$$

With $R^4=3.7330$ Å⁴ and $a_0=0.529177$ Å,

$$\alpha'=\frac{4\times3.7330}{3\times0.529177}\ \text{Å}^3=9.41\ \text{Å}^3,$$

or $1.05\times10^{-39}$ C m²/V. The tempting answer was four times too large. Turning the field within the plane only shifts the origin of $\phi$, so every in-plane direction gives the same value. A field normal to the plane has constant potential energy along the ring, so the out-of-plane polarizability of the model is zero.

Keeping both terms of each cancelling pair must give the same total. The $m=0$ electrons still contribute $-U^2/\varepsilon$, which is $+4R^4/a_0$ in $\alpha'$. An electron in $m=\pm1$ is pushed up by the level below and down by the level above:

$$\frac{U^2}{4}\left(\frac1\varepsilon-\frac1{3\varepsilon}\right)=\frac{U^2}{6\varepsilon}.$$

Four such electrons give $+2U^2/(3\varepsilon)$, or $-8R^4/(3a_0)$ in $\alpha'$. The sum is $4R^4/(3a_0)$, as before. Diagonalizing the ring Hamiltonian on 360 angles in a field of 2 MV/cm gives $28.216$ Å³ and $-18.809$ Å³ for the two shares, hence $9.407$ Å³ in total. The induced dipole on the same grid also gives $9.407$ Å³.

**Other closed shells.** If the levels are filled up to $m=\pm n$, there are $4n+2$ electrons, and the gap is $[(n+1)^2-n^2]\varepsilon=(2n+1)\varepsilon$. For $n\ge1$ the same four transitions survive. For $n=0$ they are $0\to\pm1$, again four with spin. Hence

$$\alpha'_n=\frac{4R^4}{(2n+1)a_0}.$$

At fixed radius, two electrons would give $28.2$ Å³, three times the six-electron value: filling $m=\pm1$ blocks the soft transitions and leaves stiffer ones. If instead the arc $s$ per electron is held fixed, $2\pi R=(4n+2)s$ gives $2n+1=\pi R/s$, and $\alpha'_n=4sR^3/(\pi a_0)$. Larger rings then gain as $R^3$ rather than $R^4$. This holds only for independent electrons whose gap closes as $1/R$. Real large rings tend to alternate their bond lengths, which keeps the gap open: in a tight-binding ring with hopping integrals alternating by ±7 %, the exponent falls from 2.9 between 6 and 10 sites to 1.3 between 62 and 126 sites.

**(b)** Averaging over orientations gives $\bar\alpha'=(9.406+9.406+0)/3=6.271$ Å³. Assume the Lorentz local field, $F_{\rm loc}=F+P/(3\varepsilon_0)$, where $F$ is now the average field in the film. Since $P=\varepsilon_0(k-1)F$, this is $F_{\rm loc}=(k+2)F/3$. The polarization is also

$$P=4\pi\varepsilon_0N\bar\alpha'F_{\rm loc}=3\varepsilon_0x\,F_{\rm loc},\qquad x=\frac{4\pi N\bar\alpha'}{3}.$$

Equating the two expressions for $P$ gives $k-1=x(k+2)$, so

$$k=\frac{1+2x}{1-x}.$$

For $N=0.0080$ Å⁻³, $x=0.210$ and $k=1.420/0.790=1.80$. This formula is exact for equal, isotropic point dipoles on a cubic lattice. For flat rings with random orientations, both the Lorentz field and the use of the mean $\bar\alpha'$ are approximations. Solving the coupled point dipoles for randomly oriented rings on a simple cubic lattice gives 1.82 instead of 1.80.

**(c)** The largest omissions are the electrons' mutual interaction and the sigma electrons.

*Interaction within the ring.* The displaced charge produces a field that opposes the applied one. By rotational symmetry, the linear change of the electron number per unit angle has the form $A\cos\phi$. Its dipole is $p=-eR\int A\cos^2\phi\,d\phi=-\pi eRA$. Give the Coulomb interaction a softening length $d$, to represent the thickness of the pi cloud. The potential energy this charge creates for an electron is $(e^2/4\pi\varepsilon_0)AJ\cos\phi$, with

$$J=\int_0^{2\pi}\frac{\cos\theta\,d\theta}{\sqrt{4R^2\sin^2(\theta/2)+d^2}}.$$

Adding this to $eFR\cos\phi$, inserting $A=-p/(\pi eR)$ and dividing the amplitude by $eR$ gives the effective field

$$F_{\rm eff}=F-\frac{pJ}{4\pi\varepsilon_0\,\pi R^2}.$$

With $p=4\pi\varepsilon_0\alpha'F_{\rm eff}$, solving for $p/F$ yields

$$\alpha'_{\rm H}=\frac{\alpha'}{1+\alpha'J/(\pi R^2)}.$$

For a chosen $d=1.0$ Å, $J=0.871$ Å⁻¹. The denominator is $1+9.406\times0.8706/6.070=2.35$, and $\alpha'_{\rm H}=4.0$ Å³. This Hartree estimate omits exchange, lets each electron repel itself, and depends strongly on $d$: it is 2.6 Å³ for $d=0.5$ Å and 6.3 Å³ for $d=2.0$ Å. Including exchange on the ring raises the value for $d=1.0$ Å only to 4.2 Å³. It suggests that the interaction is a large effect, but it is not an improved value for benzene.

*The whole molecule.* A Hartree–Fock calculation was made for a planar benzene with $R=1.39$ Å and C–H length 1.09 Å, with the basis aug-cc-pVDZ on carbon and cc-pVDZ on hydrogen. It gives 11.69 Å³ in the plane and 6.64 Å³ normal to it. An in-plane field preserves reflection in the molecular plane, so the in-plane response can be divided into a part from pi orbitals, which are odd under this reflection, and a part from sigma orbitals, which are even:

$$11.69=6.36\,(\pi)+5.33\,(\sigma)\ \text{Å}^3.$$

The ring value of 9.41 Å³ is 20 % below the Hartree–Fock total but 48 % above its pi part. Its nearness to the total is thus a partial cancellation: the ring value exceeds the pi part by about 3.0 Å³, while the sigma part of 5.3 Å³ is missing. Both sets of electrons respond together in this calculation and act on each other, so neither part is the response of one set alone. The Hartree–Fock numbers themselves omit electron correlation and vibrations, and they are not converged in the basis to the digits shown: aug-cc-pVDZ on hydrogen as well gives 11.73 Å³ in the plane (pi part 6.40 Å³) and 6.71 Å³ normal to it, which raises the mean by 0.05 Å³ and the $k$ derived from it below by about 0.01.

*Smaller effects.* A sixfold potential $V_6\cos6\phi$ with chosen amplitude $V_6=2.0$ eV, standing for the attraction of the six carbon cores, changes $\alpha'$ by only 0.29 %; the change grows as $V_6^2$ and would reach 7 % at 10 eV. It couples $m$ to $m\pm6$, with matrix element $V_6/2=1.0$ eV. The filled orbitals therefore mix only with states at least $24\varepsilon$ higher, and the empty orbitals $m=\pm2$, to which the uniform field connects them, only with states at least $12\varepsilon$ higher. Both distances are large beside 1.0 eV. At 378 K the thermal energy is 0.033 eV, against a gap $3\varepsilon=5.92$ eV. A field of 1.0 MV/cm at the ring induces 0.031 debye and makes a potential-energy difference of 0.028 eV across it. Between 1 and 10 MV/cm the ratio of dipole to field changes by 0.0034 %, so linear response is ample for the ring. This says nothing about electrical breakdown of a film, which the model does not contain.

## Beside a real dielectric

Eight rings per nm³, counted as C$_6$H$_4$ units, correspond to a mass density of 1.0 g/cm³, taken here as a rough figure for a polyphenylene-type film. Such low-k polymers have $k$ of roughly 2.6. The ring model's 1.80 is far too low, mainly because it has no sigma electrons and no out-of-plane response. As a measure of the in-plane pi response it is too high: the Hartree–Fock pi part of 6.36 Å³, put into the same formula, gives $k=1.50$. With density and local-field rule held fixed, replacing $\bar\alpha'$ by the Hartree–Fock mean of 10.01 Å³ gives $x=0.335$ and $k=2.51$. The local field is then $(k+2)/3=1.50$ times the average field, so 1 MV/cm at a ring corresponds to about 0.7 MV/cm in the film. The nearness of 2.51 to 2.6 depends on the assumed density: at 1.14 g/cm³ the same rule gives 2.83. The remaining difference from a real film should not be assigned to one cause: linked rings are not benzene molecules, the density is rough, and vibrations and any polar groups also contribute to the static $k$. The free-electron ring explains how closed shells limit the pi response; it is not a means of predicting $k$. The main computed values are collected in the numerical output.

## Numbers as computed

```
ring radius R = 1.39 A
Bohr radius a0 = 0.529177 A
e^2/(4 pi eps0) = 14.3996 eV A
ring energy unit eps = 1.9719 eV
gap 3 eps = 5.916 eV
R^4 = 3.7330 A^4
in-plane polarizability volume, formula = 9.406 A^3
same in SI = 1.0465e-39 C m^2/V
same from energy curvature on grid = 9.407 A^3
same from induced dipole on grid = 9.407 A^3
share of m=0 pair on grid = 28.216 A^3
share of four m=+-1 electrons on grid = -18.809 A^3
field at the ring = 1.0 MV/cm
induced dipole at this field = 0.0314 debye
energy drop across ring 2eFR = 0.0278 eV
change of dipole/field, 1 to 10 MV/cm = 0.0034 %
temperature = 378 K
thermal energy kT = 0.0326 eV
sixfold potential amplitude = 2.0 eV
change of alpha by sixfold potential = 0.29 %
softening length d = 1.0 A
Hartree integral J = 0.8706 1/A
ring alpha with Hartree back-action = 4.004 A^3
slab dipole lattice sum = -8.3775 (no unit)
its Lorentz value -8 pi/3 = -8.3776 (no unit)
ring density = 8.0 per nm^3
orientation mean of ring alpha = 6.271 A^3
k from ring model alone = 1.798 (no unit)
C-H length in Hartree-Fock = 1.09 A
Hartree-Fock pi electron count = 6.0000 electrons
Hartree-Fock alpha, in-plane x = 11.69 A^3
Hartree-Fock alpha, in-plane y = 11.69 A^3
Hartree-Fock alpha, out-of-plane = 6.64 A^3
Hartree-Fock in-plane pi part = 6.36 A^3
Hartree-Fock in-plane sigma part = 5.33 A^3
Hartree-Fock mean alpha = 10.01 A^3
k from Hartree-Fock mean alpha = 2.51 (no unit)
local-field factor (k+2)/3, Hartree-Fock k = 1.50
```
